\section*{Logarithmic relaxation of asymmetric double wells and its barrier-set time limits}

\section{One double well}

\textbf{Q.} The resistance of an amorphous phase-change cell creeps upward over many decades of time. You want to trace this to atoms hopping in double-well potentials. But one double well relaxes exponentially, with a single time constant. Where could a logarithm come from?

\textbf{A.} From a sum over many wells, so the single well has to be settled first. Let the lower well lie at energy $D\ge 0$ below the upper one, and let the barrier $V$ be measured from the upper well. Write $\theta=k_{\mathrm B}T$. For classical, thermally activated hopping with one attempt frequency $\nu_0$, the rates down and up are
\begin{equation}
k_\downarrow=\nu_0e^{-V/\theta},\qquad k_\uparrow=\nu_0e^{-(V+D)/\theta}.
\end{equation}
The probability $p$ of finding the upper well occupied obeys
\begin{equation}
\frac{dp}{dt}=-k_\downarrow p+k_\uparrow(1-p)=-\Gamma p+k_\uparrow ,
\end{equation}
where the two rates add:
\begin{equation}
\Gamma=k_\downarrow+k_\uparrow=a\,\nu_0e^{-V/\theta},\qquad a=1+e^{-D/\theta}.
\end{equation}
The stationary value is $p_{\rm eq}=k_\uparrow/\Gamma=1/(e^{D/\theta}+1)$. Subtracting it leaves $d(p-p_{\rm eq})/dt=-\Gamma(p-p_{\rm eq})$, hence
\begin{equation}
p(t)-p_{\rm eq}=(p_0-p_{\rm eq})\,e^{-\Gamma t}.
\end{equation}
The barrier fixes how fast the well relaxes. The asymmetry changes the rate only through $a$, which lies between 1 and 2.

\textbf{Q.} Then why insist on asymmetric wells?

\textbf{A.} Because the asymmetry decides whether there is anything to relax. Suppose the quench froze in the occupation belonging to a higher temperature $T_f$, with $\theta_f=k_{\mathrm B}T_f$. Then $p_0=1/(e^{D/\theta_f}+1)$. Since $1/(e^y+1)=\tfrac12[1-\tanh(y/2)]$, the initial excess is
\begin{equation}
n(D)=p_0-p_{\rm eq}=\tfrac12\left[\tanh\frac{D}{2\theta}-\tanh\frac{D}{2\theta_f}\right].
\end{equation}
It is positive for $D>0$ and $T<T_f$: too many upper wells are occupied. For $D=0$ it vanishes, because a symmetric well is half filled at both temperatures. Symmetric wells still hop, but their mean occupation does not drift.

\section{The sum over barriers}

\textbf{Q.} Now the ensemble. What do you assume about it?

\textbf{A.} The wells do not interact, and $T$ is constant after the quench. The asymmetry has a normalized density $f(D)$, with averages written $\langle\cdots\rangle$. At each $D$, the barrier is uniformly distributed between $V_{\min}$ and $V_{\max}$, with width $W=V_{\max}-V_{\min}\gg\theta$. The initial excess $n(D)$ does not depend on $V$. The mean excess population is then
\begin{equation}
X(t)=\langle n\,F\rangle,\qquad
F(t,D)=\frac1W\int_{V_{\min}}^{V_{\max}}e^{-\Gamma t}\,dV .
\end{equation}
Use $x=\Gamma t=a\nu_0t\,e^{-V/\theta}$ as the variable, so that $dV=-\theta\,dx/x$. The two ends of the barrier range become the rates
\begin{equation}
k_f=\nu_0e^{-V_{\min}/\theta},\qquad k_s=\nu_0e^{-V_{\max}/\theta},
\end{equation}
fast and slow. The minus sign reverses the limits:
\begin{equation}
F=\frac{\theta}{W}\int_{ak_st}^{ak_ft}\frac{e^{-x}}{x}\,dx
=\frac{\theta}{W}\left[E_1(ak_st)-E_1(ak_ft)\right],
\label{F}
\end{equation}
with $E_1(x)=\int_x^\infty e^{-u}u^{-1}du$.

\textbf{Q.} I see exponential integrals, not a logarithm.

\textbf{A.} Look at the slope on a logarithmic time axis. Since $dE_1/dx=-e^{-x}/x$, we have $dE_1(ct)/d\ln t=-e^{-ct}$, and
\begin{equation}
-\frac{dF}{d\ln t}=\frac{\theta}{W}\left[e^{-ak_st}-e^{-ak_ft}\right].
\label{window}
\end{equation}
When $k_ft\gg1$ the second exponential has died; while $k_st\ll1$ the first is still one. Between these times the slope is the constant $\theta/W$, and a constant slope against $\ln t$ is a logarithm.

The physical picture is a front moving through the barriers. At time $t$, wells with $\Gamma t\gg1$ are finished and wells with $\Gamma t\ll1$ have hardly begun. The front sits near $V=\theta\ln(\nu_0t)$ and advances by $\theta\ln10$ per decade of time. With a flat density, the same number of wells relaxes in each decade.

\textbf{Q.} A slope leaves the constant open. Can you give the law itself?

\textbf{A.} We need $E_1$ at small argument. The derivative of $E_1(x)+\ln x$ is $(1-e^{-x})/x$, which is finite at $x=0$. Therefore
\begin{equation}
E_1(x)=C-\ln x+\mathrm{Ein}(x),\qquad
\mathrm{Ein}(x)=\int_0^x\frac{1-e^{-u}}{u}\,du .
\end{equation}
To find $C$, integrate $E_1$ by parts:
\begin{equation}
E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-u}\ln u\,du .
\end{equation}
Add $\ln x$ and let $x\to0$. Because $(1-e^{-x})\ln x\to0$, what remains is $C=\int_0^\infty e^{-u}\ln u\,du=-\gamma$, where $\gamma\simeq0.5772$ is Euler's constant.

Apply this to the first term of (\ref{F}), and use $\ln(k_st)=\ln(k_ft)-W/\theta$:
\begin{align}
F&=\frac{\theta}{W}\left[-\gamma-\ln a-\ln(k_ft)+\frac{W}{\theta}
+\mathrm{Ein}(ak_st)-E_1(ak_ft)\right]\nonumber\\
&=1-\frac{\theta}{W}\left[\ln(k_ft)+\gamma+\ln a\right]
+\frac{\theta}{W}\left[\mathrm{Ein}(ak_st)-E_1(ak_ft)\right].
\end{align}
Multiply by $n$ and average over $D$. With $N=\langle n\rangle$ and $L=\langle n\ln a\rangle/N$, dropping the last bracket gives
\begin{equation}
X_{\log}(t)=N\left\{1-\frac{\theta}{W}\left[\ln(k_ft)+\gamma+L\right]\right\}.
\label{log}
\end{equation}
The spread of asymmetries leaves the slope at $N\theta/W$ and moves the line by $L$, which lies between 0 and $\ln2$.

\textbf{Q.} You dropped a bracket. How large was it?

\textbf{A.} In the integrand of Ein, $0\le1-e^{-u}\le u$, so $0\le\mathrm{Ein}(x)\le x$. In $E_1(x)$, replacing $1/u$ by its largest value $1/x$ gives $E_1(x)\le e^{-x}/x$. Since $1\le a\le2$ and $n\ge0$,
\begin{equation}
|X-X_{\log}|\le N\frac{\theta}{W}\left[2k_st+\frac{e^{-k_ft}}{k_ft}\right].
\label{bound}
\end{equation}
The error is small for $1/k_f\ll t\ll1/k_s$.

\section{Where the logarithm starts and stops}

\textbf{Q.} ``Much greater'' and ``much less'' are vague. When does the logarithm begin and end?

\textbf{A.} One definition extends the straight line (\ref{log}) to the initial plateau $X=N$ and to the final one $X=0$. The first crossing requires $\ln(k_ft)+\gamma+L=0$; the second requires the same sum to equal $W/\theta$. Since $k_fe^{-W/\theta}=k_s$,
\begin{equation}
t_{\rm on}=\frac{e^{-\gamma-L}}{k_f},\qquad
t_{\rm off}=\frac{e^{-\gamma-L}}{k_s},\qquad
\ln\frac{t_{\rm off}}{t_{\rm on}}=\frac W\theta .
\label{corners}
\end{equation}
The minimum barrier sets the start and the maximum barrier the end.

These are corners, where the true curve bends. A stricter definition asks that the slope stay within a fraction $\varepsilon$ of its plateau. By (\ref{window}), the early deficit is at most $\varepsilon$ once $e^{-k_ft}\le\varepsilon$, and the late one while $1-e^{-2k_st}\le\varepsilon$. A sufficient window is therefore
\begin{equation}
\frac{\ln(1/\varepsilon)}{k_f}\le t\le\frac{-\ln(1-\varepsilon)}{2k_s}.
\label{strict}
\end{equation}
The two deficits overlap slightly. Their summed bound $e^{-k_ft}+1-e^{-2k_st}$ first falls and then rises, so it is largest at an end of the window, where the contribution from the opposite end is negligible for $W\gg\theta$.

\textbf{Q.} What happens outside?

\textbf{A.} For $k_ft\ll1$, expand $e^{-\Gamma t}\simeq1-\Gamma t$. The barrier average of $\Gamma$ is
\begin{equation}
\frac{a\nu_0}{W}\int_{V_{\min}}^{V_{\max}}e^{-V/\theta}dV
=\frac{a\theta}{W}(k_f-k_s),
\end{equation}
so the relaxation starts linearly in time:
\begin{equation}
N-X\simeq\frac{\theta}{W}\langle na\rangle(k_f-k_s)\,t .
\end{equation}
For $k_st\gg1$, repeated integration by parts gives $E_1(x)=(e^{-x}/x)(1-1/x+\dots)$. The fast term in (\ref{F}) is negligible, and
\begin{equation}
X\simeq\frac{\theta}{W}\left\langle n\,\frac{e^{-ak_st}}{ak_st}\right\rangle .
\end{equation}
The limits remove two defects of the bare logarithm, which would exceed $N$ at early times and become negative at late times.

\textbf{Q.} You measured $V$ from the upper well. Does that choice matter?

\textbf{A.} It matters for the edges. Suppose instead that the barrier $B=V+D/2$, measured from the midpoint of the two minima, is uniform between limits independent of $D$. Then
\begin{equation}
\Gamma=\nu_0e^{-B/\theta}\left(e^{D/2\theta}+e^{-D/2\theta}\right)
=2\nu_0e^{-B/\theta}\cosh\frac{D}{2\theta}.
\end{equation}
The factor multiplying the Arrhenius rate is no longer confined between 1 and 2. For $D=0.2$ eV and $\theta=0.025852$ eV, $\cosh(D/2\theta)\simeq24$, so the edge times differ by this factor between the most asymmetric and the symmetric wells. The slope inside the common window remains $N\theta/W$, but the interval in which all asymmetries are on their plateau together is narrower. The extrapolated corners stay $W/\theta$ apart in $\ln t$; both shift together, because $L$ now averages $\ln[2\cosh(D/2\theta)]$. Equations (\ref{bound}) to (\ref{strict}) belong to the first convention.

\section{A numerical case}

\textbf{Q.} Put numbers in.

\textbf{A.} Take round model parameters: $T=300$ K, $T_f=900$ K, $\nu_0=10^{13}\ {\rm s^{-1}}$, barriers from 0.6 to 1.4 eV, and $D$ uniform from 0 to 0.2 eV. They describe no particular material, and the model contains no crystallization: in a real cell it can end the amorphous state before the late corner is reached, the sooner the higher the temperature. At 900 K the wells with the lowest barrier relax in 0.1 to 0.2 ns, so a single $T_f$ for all barriers supposes a sub-nanosecond quench. Those with the highest barrier need 3 to 6 $\mu$s, so it also supposes that they were brought to the $T_f$ occupation beforehand, by a stay at $T_f$ well beyond that time or by melting. Otherwise $n$ falls off toward high $V$ and the slope declines long before the late corner. With $\theta=0.025852$ eV, $1/k_f=1.201\times10^{-3}$ s and $1/k_s=3.303\times10^{10}$ s. The averages are $N=0.1509$ and $L=0.0853$. The common corner factor is $e^{-0.5772-0.0853}=0.5156$, so
\begin{align}
t_{\rm on}&=0.5156\times1.201\times10^{-3}\ {\rm s}=6.19\times10^{-4}\ {\rm s},\\
t_{\rm off}&=0.5156\times3.303\times10^{10}\ {\rm s}=1.70\times10^{10}\ {\rm s},
\end{align}
the latter about 540 years. They are $0.8/(0.025852\ln10)=13.4$ decades apart. For $\varepsilon=0.05$, (\ref{strict}) runs from $3.60\times10^{-3}$ to $8.47\times10^8$ s, or 11.4 decades. The bending at the two ends costs about two decades.

An explicit sum over double wells, made without exponential integrals, gives the second column below. The slope is the sum's own, divided by $N\theta/W$.
\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $X/N$ & $X_{\log}/N$ & slope\\ \hline
$10^{-6}$ & 1.0000 & 1.2077 & 0.001\\
$10^{-3}$ & 0.9761 & 0.9845 & 0.596\\
$1$ & 0.7613 & 0.7613 & 1.000\\
$10^{6}$ & 0.3148 & 0.3148 & 1.000\\
$10^{9}$ & 0.0927 & 0.0916 & 0.967\\
$10^{12}$ & 0.0000 & $-0.1316$ & 0.000
\end{tabular}
\end{center}
At 1 s the formula reads $1-0.032315\,(6.725+0.577+0.085)=0.7613$. At $10^9$ s the line is low by 0.0011 of $N$; the bound (\ref{bound}) allows 0.0020.

\textbf{Q.} Both corners contain $\nu_0$, $L$ and $T$. How do you know which barrier limit controls which corner?

\textbf{A.} Move one limit at a time and read the corners from the explicit sums. Raising $V_{\min}$ by 0.1 eV moves the start from $6.19\times10^{-4}$ to $2.96\times10^{-2}$ s, a factor of 48, and leaves the end at $1.70\times10^{10}$ s. Lowering $V_{\max}$ by 0.1 eV leaves the start in place and brings the end forward to $3.56\times10^8$ s, again a factor of 48. Equation (\ref{corners}) gives this factor as $e^{0.1/0.025852}$. Either change also narrows $W$ from 0.8 to 0.7 eV and so steepens the slope by $8/7$.

Temperature moves both corners. If the same frozen-in state relaxes at 400 K, they lie at $1.82\times10^{-6}$ and $2.19\times10^4$ s. The end moves much further than the start because its barrier is higher.

\section{Broad is not enough}

\textbf{Q.} Your distribution is a box. Would any broad distribution do?

\textbf{A.} No. Let $g(V)$ be a smooth normalized density. At fixed $D$ the same substitution gives
\begin{equation}
-\frac{dF}{d\ln t}=\int g(V)\,\Gamma t\,e^{-\Gamma t}\,dV
=\theta\int_0^\infty g\bigl(V(x)\bigr)e^{-x}dx ,
\label{sample}
\end{equation}
with $V(x)=\theta\ln(a\nu_0t)-\theta\ln x$. The limits were extended to $0$ and $\infty$, which is allowed if $g$ is negligible near $V=0$. Thus $g$ is averaged with the weight $e^{-x}$. From $\int_0^\infty e^{-x}\ln x\,dx=-\gamma$ and $\int_0^\infty e^{-x}\ln^2x\,dx=\gamma^2+\pi^2/6$, the sampled barrier has mean and variance
\begin{equation}
\bar V=\theta\ln(a\nu_0t)+\gamma\theta,\qquad
\sigma_V^2=\frac{\pi^2}{6}\theta^2 .
\end{equation}
Expand $g$ about $\bar V$. The linear term averages to zero and the quadratic one gives $\tfrac12\sigma_V^2g''$, so to this order
\begin{equation}
-\frac{dF}{d\ln t}\simeq\theta\left[g(\bar V)+\frac{\pi^2}{12}\theta^2g''(\bar V)\right].
\end{equation}
The expansion is justified if $g$ varies slowly on the scale of $\theta$, but the slope still follows $g(\bar V)$. For a logarithm, $g$ smoothed over $\sigma_V$ must be nearly flat over the whole interval that $\bar V$ crosses during the observation.

Take a Gaussian centred at 1.0 eV with standard deviation 0.15 eV, almost six times $\theta$, and $D=0.1$ eV. The direct sum gives slopes of 0.0261 at 1 s, 0.0672 at $3.5\times10^3$ s, where $\bar V$ is at the centre, and 0.0428 at $10^6$ s. The formula gives 0.0262, 0.0671 and 0.0426. Over these six decades the slope changes by more than a factor of two.

\textbf{Q.} And if the quench had already emptied the low barriers?

\textbf{A.} Then $n$ depends on $V$ as well, and the product $g(V)\,n(V,D)$ takes the place of $g(V)$ in (\ref{sample}). If the low barriers are emptied completely up to a sharp edge, the start is delayed as it would be by a larger $V_{\min}$. Gradual cooling leaves no such edge: wells with lower barriers follow the falling temperature further before they freeze, so $n$ rises gradually with $V$. The slope then rises gradually too, and the logarithm may be lost over many decades.

A related case can be solved directly. Suppose the sample has rested at $T$ for a time $t_w$ before the clock is started, and let $s$ be the clock reading, so that $t=t_w+s$. Then
\begin{equation}
-\frac{dX}{d\ln s}=-\frac{s}{t_w+s}\,\frac{dX}{d\ln t}
\simeq\frac{s}{t_w+s}\,\frac{N\theta}{W}
\label{wait}
\end{equation}
when $t$ is inside the window. For $s\ll t_w$ the curve looks flat, and it reaches the full slope for $s\gg t_w$. If $t_w$ itself lies inside the window, the apparent onset near $s=t_w$ is the age of the sample, not its minimum barrier; for $t_w\ll t_{\rm on}$ the onset stays at $t_{\rm on}$.

\section{From populations to resistance}

\textbf{Q.} So far no resistance has appeared.

\textbf{A.} It needs a further assumption, which the double wells themselves do not supply. Let the conduction be activated, $R=R_*e^{E_a/\theta}$ with constant $R_*$, and let relaxation raise the activation energy in proportion to the population transferred:
\begin{equation}
E_a(t)=E_a(0)+\kappa\,[N-X(t)],\qquad\kappa>0 .
\end{equation}
Inside the window, (\ref{log}) gives $N-X=(N\theta/W)[\ln(k_ft)+\gamma+L]$, and by (\ref{corners}) the bracket is $\ln(t/t_{\rm on})$. Dividing by $\theta$,
\begin{equation}
\ln\frac{R(t)}{R(0)}=\frac{\kappa N}{W}\ln\frac{t}{t_{\rm on}},
\qquad
R(t)=R(0)\left(\frac{t}{t_{\rm on}}\right)^{\kappa N/W}.
\end{equation}
The logarithm in the energy has become a power law in the resistance. The explicit factor $\theta$ cancels from the exponent, provided the resistance is read at the temperature at which the wells relax. A temperature dependence remains, because $N$ contains $p_{\rm eq}(T)$. For the parameters above $N$ falls from 0.181 at 200 K to 0.122 at 400 K, and the exponent falls in proportion. This is a property of the model with fixed $T_f$, $\kappa$ and $W$, not a prediction for a real cell.

With $\kappa=0.2$ eV the exponent is $0.2\times0.1509/0.8=0.0377$. The explicit sums give the same value between 1 and $10^6$ s, while $R/R(0)$ grows from 1.32 to 2.23.

\textbf{Q.} A power law grows without limit. Does the resistance?

\textbf{A.} Not in this model. Once the highest barriers have been crossed, $X\to0$ and
\begin{equation}
\frac{R(\infty)}{R(0)}=e^{\kappa N/\theta}=e^{0.2\times0.1509/0.025852}\simeq3.21 .
\end{equation}
The sum has reached this value at $10^{12}$ s.

\textbf{Q.} What would an observed straight line in $\ln R$ against $\ln t$ then prove?

\textbf{A.} Less than one might wish. Within this model its slope gives the combination $\kappa N/W$, not the three quantities separately. If no bend is seen between $t_1$ and $t_2$, the density $g\,n$, smoothed over the sampling width $\sigma_V\simeq1.3\,\theta$, is nearly flat between about $\theta\ln(\nu_0t_1)$ and $\theta\ln(\nu_0t_2)$, and the barriers outside that interval remain unknown. If $\nu_0$ is known and the density of barriers, measured from the upper well, is assumed to be a box with the same limits for every $D$, the late corner gives $V_{\max}$ to within $\theta\ln2$, the uncertainty left by an unknown $L$, provided the highest barriers carry the same initial excess as the others. The early corner gives $V_{\min}$ in the same way, provided that the waiting time in (\ref{wait}) and a depletion of the low barriers during the quench are both excluded as its cause. A density that falls off gradually also bends the line, and the bend then shows where the density falls, not where the barriers end. The inference fails if wells interact, so that one hop changes its neighbours' barriers, or if tunnelling competes with activated hopping, since $\Gamma$ is then no longer the Arrhenius rate used here. The complete set of computed values is in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
bath, frozen-in temperature: 300, 900 K
thermal energy kT: 0.025852 eV
attempt frequency: 1.0e+13 1/s
barrier limits and width: 0.6, 1.4, 0.8 eV
largest asymmetry; kappa: 0.2; 0.2 eV
k_fast, k_slow: 8.3261e+02, 3.0272e-11 1/s
1/k_fast, 1/k_slow: 1.2010e-03, 3.3034e+10 s
initial mean excess N: 0.15089 (no unit)
offset L: 0.08534 (no unit)
kT/W: 0.032315 (no unit)
corner times, formula: 6.1917e-04, 1.7030e+10 s
late corner, converted: 539.7 years
decades between corners: 13.439
5 percent slope window: 3.5980e-03 to 8.4722e+08 s
decades in that window: 11.372
t (s) | X/N sum | X/N log law | slope/plateau | R/R(0)
1e-06 | 0.99998 | 1.20773 | 0.0009 | 1.0000
1e-03 | 0.97613 | 0.98451 | 0.5962 | 1.0283
1e+00 | 0.76129 | 0.76128 | 1.0000 | 1.3214
1e+03 | 0.53807 | 0.53806 | 1.0000 | 1.7147
1e+06 | 0.31484 | 0.31484 | 1.0000 | 2.2251
1e+09 | 0.09268 | 0.09161 | 0.9673 | 2.8840
1e+12 | 0.00000 | -0.13161 | 0.0000 | 3.2135
corner times from explicit sums: start (s), end (s)
reference: 6.1916e-04, 1.7030e+10
vmin +0.1 eV: 2.9629e-02, 1.7031e+10
vmax -0.1 eV: 6.1913e-04, 3.5590e+08
400 K: 1.8210e-06, 2.1889e+04
late tail, sum/asymptote at k_slow t = 20: 0.9540
Gaussian center, deviation, asymmetry: 1.0, 0.15, 0.1 eV
t (s) | sampled barrier (eV) | slope sum | slope formula
1.000e+00 | 0.7893 | 0.02611 | 0.02625
3.464e+03 | 1.0000 | 0.06717 | 0.06708
1.000e+06 | 1.1465 | 0.04276 | 0.04264
drift exponent, sum from 1 s to 1e6 s: 0.03772
drift exponent, formula: 0.03772
total resistance factor: 3.2135
\end{verbatim}
